# Hydrogen suppression of disilane formation from steady-state silylene: a program that tests the result

```python
"""Silane pyrolysis: hydrogen suppression of disilane formation.

Reactions: SiH4 <-> SiH2 + H2        (k1 forward, kH back)
           SiH2 + SiH4 <-> Si2H6     (k2 forward, kd back)
Result under test, for fresh gas with stationary silylene:
    R = k1*A/(1 + rho),   rho = kH*H/(k2*A)
A, H, S, D: densities of SiH4, H2, SiH2, Si2H6 in cm^-3.
Gamma = kH*H + k2*A is the silylene loss rate in s^-1.
The full kinetic equations are integrated without assuming dS/dt = 0.
All rate and transport coefficients are rough, rounded model values.
"""
import numpy as np
from scipy.constants import k as kB, e as charge, torr
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded

T = 900.0                       # K
p_total, p_silane = 20.0, 0.1   # Torr
k1, kH, k2, kd = 1.0, 2e-13, 2e-11, 300.0
rates = (k1, kH, k2, kd)


def density(p):
    """Ideal-gas density in cm^-3 for a pressure in Torr."""
    return p * torr / (kB * T) * 1e-6


def rhs(t, y, k):
    A, H, S, D = y
    r1 = k[0] * A - k[1] * S * H
    r2 = k[2] * S * A - k[3] * D
    return np.array([-r1 - r2, r1, r1 - r2, r2])


def jacobian(t, y, k):
    A, H, S, D = y
    d1 = np.array([k[0], -k[1] * S, -k[1] * H, 0.0])
    d2 = np.array([k[2] * S, 0.0, k[2] * A, -k[3]])
    return np.array([-d1 - d2, d1, d1 - d2, d2])


def integrate(A, H, times, k=rates):
    sol = solve_ivp(lambda t, y: rhs(t, y, k), (0, times[-1]),
                    [A, H, 0.0, 0.0], method="Radau", t_eval=times,
                    jac=lambda t, y: jacobian(t, y, k),
                    rtol=1e-9, atol=1.0)
    assert sol.success
    return sol.y


def fresh_state(A, H, k=rates):
    """State after the silylene transient, disilane dissociation off."""
    return integrate(A, H, np.array([4e-4]), (k[0], k[1], k[2], 0.0))[:, -1]


def fresh_rate(A, H, k=rates):
    y = fresh_state(A, H, k)
    return k[2] * y[2] * y[0]


def close(a, b, tol):
    return abs(a / b - 1) < tol


A0, H0 = density(p_silane), density(p_total - p_silane)
Gamma = kH * H0 + k2 * A0
rho = kH * H0 / (k2 * A0)
phi = 1 / (1 + rho)
R = k1 * A0 * phi
S0 = k1 * A0 / Gamma

# Fresh-gas law; tolerance covers the small silane loss during the run.
y = fresh_state(A0, H0)
R_num = k2 * y[2] * y[0]
assert close(R_num, R, 2e-3) and close(y[2], S0, 2e-3)
silane_loss = -rhs(0, y, (k1, kH, k2, 0.0))[0]
assert close(silane_loss, 2 * R, 2e-3)

# Without insertion into hydrogen the suppression must disappear.
R_control = fresh_rate(A0, H0, (k1, 0.0, k2, kd))
assert close(R_control, k1 * A0, 2e-3)

# Silylene transient in fresh gas.
early = np.linspace(0.2, 5, 30) / Gamma
S_early = integrate(A0, H0, early, (k1, kH, k2, 0.0))[2]
assert np.max(abs(S_early / (S0 * (1 - np.exp(-Gamma * early))) - 1)) < 2e-3

# Reaction orders from runs with slightly changed composition.
span = np.log(1.05 / 0.95)
order_A = np.log(fresh_rate(1.05 * A0, H0) / fresh_rate(0.95 * A0, H0)) / span
order_H = np.log(fresh_rate(A0, 1.05 * H0) / fresh_rate(A0, 0.95 * H0)) / span
assert abs(order_A - (1 + rho * phi)) < 3e-3
assert abs(order_H + rho * phi) < 3e-3

# Strong-hydrogen limit, at one hundred times the hydrogen density.
R_strong = fresh_rate(A0, 100 * H0)
assert close(R_strong, k2 * k1 / kH * A0**2 / (100 * H0), 0.01)

# Which reaction comes first, from random waiting times.
rng = np.random.default_rng(4)
wait_H = rng.exponential(1 / (kH * H0), 1_000_000)
wait_A = rng.exponential(1 / (k2 * A0), 1_000_000)
phi_random = np.mean(wait_A < wait_H)
assert abs(phi_random - phi) < 2.5e-3   # about five standard errors

# Full network: two exponentials, net rate and final plateau.
root = np.sqrt((Gamma + kd)**2 - 4 * kd * kH * H0)
fast = (Gamma + kd + root) / 2
slow = kd * kH * H0 / fast
D_star = k1 * k2 * A0**2 / (kH * kd * H0)
times = np.geomspace(1e-6, 0.1, 500)
Y = integrate(A0, H0, times)
D_two = k1 * k2 * A0**2 / (fast - slow) * (
    -np.expm1(-slow * times) / slow + np.expm1(-fast * times) / fast)
# Silane depletion limits agreement of the constant-silane solution.
assert np.max(abs(Y[3] - D_two)) / D_star < 0.01
assert close(slow, kd * rho * phi, 0.01) and close(fast, Gamma, 0.01)
Aend, Hend, Send, Dend = Y[:, -1]
assert close(Dend, k1 * k2 * Aend**2 / (kH * kd * Hend), 1e-4)
D_half = integrate(A0, H0 / 2, np.array([0.2]))[3, -1]
assert close(D_half / Dend, 2, 0.02)

tm = np.linspace(5e-4, 6e-3, 201)
Am, Hm, Sm, Dm = integrate(A0, H0, tm)
net_num = np.gradient(Dm, tm)[1:-1]
net_law = (k1 * Am / (1 + kH * Hm / (k2 * Am))
           * (1 - Dm * kH * kd * Hm / (k1 * k2 * Am**2)))[1:-1]
assert np.max(abs(net_num / net_law - 1)) < 0.01

# Hydrogen scan at fixed total pressure; nitrogen is the balance.
# Peak net rates lie slightly low because disilane already dissociates.
scan = []
for pH in (0.0, 2.0, 5.0, 10.0, p_total - p_silane):
    H = density(pH)
    ys = integrate(A0, H, times)
    peak = np.max(k2 * ys[2] * ys[0] - kd * ys[3])
    ratio = kH * H / (k2 * A0)
    law = k1 * A0 / (1 + ratio)
    assert 0.96 < peak / law < 1.001
    scan.append((pH, ratio, law, peak / law))
net_peak = k2 * Y[2] * Y[0] - kd * Y[3]
t_peak = times[np.argmax(net_peak)]

# Silylene diffusion to a perfectly absorbing wafer.
D_S, D_D, height = 100.0, 60.0, 1.0       # cm^2/s, cm^2/s, cm
ell = np.sqrt(D_S / Gamma)
n = 4000
dz = height / n
band = np.zeros((3, n))
band[0, 1:] = -D_S / dz**2
band[1] = 2 * D_S / dz**2 + Gamma
band[2, :-1] = -D_S / dz**2
band[2, -2] *= 2                         # no flux through the top
profile = solve_banded((1, 1), band, np.full(n, k1 * A0))
mean_S = (np.sum(profile) - profile[-1] / 2) * dz / height
wall_loss = 1 - mean_S / S0
assert close(wall_loss, ell / height * np.tanh(height / ell), 0.01)

# A second, irreversible disilane channel lowers the plateau.
k_extra = 100.0
matrix = np.array([[-Gamma, kd], [k2 * A0, -kd - k_extra]])
D_extra = np.linalg.solve(matrix, [-k1 * A0, 0.0])[1]
extra_factor = D_extra / D_star
assert close(extra_factor, kd * rho * phi / (kd * rho * phi + k_extra), 1e-8)

# Better colliders raise k1 and kH together; k2 is held fixed.
boost = 1.3
R_boost = fresh_rate(A0, H0, (boost * k1, boost * kH, k2, kd))
assert close(R_boost, boost * k1 * A0 / (1 + boost * rho), 2e-3)
E_act = 2.3                              # eV, rough effective value for k1
heat_factor = np.exp(E_act * charge / kB * (1 / T - 1 / (T + 10)))
trisilane = k2 * D_star / Gamma          # assumes the same insertion constant
residence = 0.1                          # s, rough hot-gas residence time

print(f"Temperature: {T:.0f} K")
print(f"Total pressure: {p_total:.1f} Torr")
print(f"Silane pressure: {p_silane:.1f} Torr")
print(f"Hydrogen pressure: {p_total-p_silane:.1f} Torr")
print(f"k1, rough: {k1:.1f} s^-1")
print(f"kH, rough: {kH:.1e} cm^3/s")
print(f"k2, rough: {k2:.1e} cm^3/s")
print(f"kd, rough: {kd:.0f} s^-1")
print(f"Silane density A: {A0:.3e} cm^-3")
print(f"Hydrogen density H: {H0:.3e} cm^-3")
print(f"Loss rate to hydrogen kH*H: {kH*H0:.3e} s^-1")
print(f"Loss rate to silane k2*A: {k2*A0:.3e} s^-1")
print(f"Total silylene loss rate: {Gamma:.3e} s^-1")
print(f"Silylene lifetime: {1e6/Gamma:.2f} us")
print(f"Fresh-gas silylene density: {S0:.3e} cm^-3")
print(f"Flux into hydrogen: {kH*H0*S0:.3e} cm^-3 s^-1")
print(f"Flux into silane: {k2*A0*S0:.3e} cm^-3 s^-1")
print(f"Flux ratio rho: {rho:.3f}")
print(f"Suppression factor: {phi:.4f}")
print(f"Same factor, random waiting times: {phi_random:.4f}")
print(f"Unsuppressed rate k1*A: {k1*A0:.3e} cm^-3 s^-1")
print(f"Formation rate R, formula: {R:.3e} cm^-3 s^-1")
print(f"Formation rate R, integrated: {R_num:.3e} cm^-3 s^-1")
print(f"Formation rate R: {R/density(1.0):.4f} Torr/s")
print(f"Rate with kH = 0: {R_control:.3e} cm^-3 s^-1")
print(f"Silane loss rate: {silane_loss:.3e} cm^-3 s^-1")
print(f"Order in silane, integrated: {order_A:.3f}")
print(f"Order in hydrogen, integrated: {order_H:.3f}")
print("Scan: H2/Torr, rho, R/(cm^-3 s^-1), peak net/R")
for pH, ratio, law, quality in scan:
    print(f"  {pH:5.1f}  {ratio:.3f}  {law:.3e}  {quality:.4f}")
print(f"Time of peak net rate: {t_peak*1e3:.3f} ms")
print(f"Disilane relaxation time: {1e3/slow:.2f} ms")
print(f"Hot-gas residence time, rough: {residence*1e3:.0f} ms")
print(f"Residence/relaxation time: {residence*slow:.1f}")
print(f"Plateau D*, formula: {D_star:.3e} cm^-3")
print(f"Disilane at 100 ms, integrated: {Dend:.3e} cm^-3")
print(f"D*/A: {100*D_star/A0:.3f} percent")
print(f"Plateau ratio, half/full hydrogen: {D_half/Dend:.3f}")
print(f"Silylene diffusion constant, rough: {D_S:.0f} cm^2/s")
print(f"Silylene diffusion length: {10*ell:.3f} mm")
print(f"Gas layer height: {10*height:.0f} mm")
print(f"Mean silylene lost to wafer: {100*wall_loss:.2f} percent")
print(f"Disilane diffusion constant, rough: {D_D:.0f} cm^2/s")
print(f"Disilane diffusion length: {10*np.sqrt(D_D/slow):.2f} mm")
print(f"Extra disilane loss, rough: {k_extra:.0f} s^-1")
print(f"Plateau factor with extra loss: {extra_factor:.3f}")
print(f"Trisilane share of silylene loss: {100*trisilane:.3f} percent")
print(f"k1 and kH times {boost:.1f}: R times {R_boost/R_num:.3f}")
print(f"Activation energy of k1, rough: {E_act:.1f} eV")
print(f"k1 factor for +10 K: {heat_factor:.3f}")
print("all good")
```

Printed output:

```
Temperature: 900 K
Total pressure: 20.0 Torr
Silane pressure: 0.1 Torr
Hydrogen pressure: 19.9 Torr
k1, rough: 1.0 s^-1
kH, rough: 2.0e-13 cm^3/s
k2, rough: 2.0e-11 cm^3/s
kd, rough: 300 s^-1
Silane density A: 1.073e+15 cm^-3
Hydrogen density H: 2.135e+17 cm^-3
Loss rate to hydrogen kH*H: 4.270e+04 s^-1
Loss rate to silane k2*A: 2.146e+04 s^-1
Total silylene loss rate: 6.416e+04 s^-1
Silylene lifetime: 15.59 us
Fresh-gas silylene density: 1.672e+10 cm^-3
Flux into hydrogen: 7.141e+14 cm^-3 s^-1
Flux into silane: 3.588e+14 cm^-3 s^-1
Flux ratio rho: 1.990
Suppression factor: 0.3344
Same factor, random waiting times: 0.3351
Unsuppressed rate k1*A: 1.073e+15 cm^-3 s^-1
Formation rate R, formula: 3.588e+14 cm^-3 s^-1
Formation rate R, integrated: 3.587e+14 cm^-3 s^-1
Formation rate R: 0.0334 Torr/s
Rate with kH = 0: 1.072e+15 cm^-3 s^-1
Silane loss rate: 7.174e+14 cm^-3 s^-1
Order in silane, integrated: 1.666
Order in hydrogen, integrated: -0.665
Scan: H2/Torr, rho, R/(cm^-3 s^-1), peak net/R
    0.0  0.000  1.073e+15  0.9853
    2.0  0.200  8.941e+14  0.9782
    5.0  0.500  7.153e+14  0.9760
   10.0  1.000  5.365e+14  0.9769
   19.9  1.990  3.588e+14  0.9805
Time of peak net rate: 0.090 ms
Disilane relaxation time: 5.02 ms
Hot-gas residence time, rough: 100 ms
Residence/relaxation time: 19.9
Plateau D*, formula: 1.797e+12 cm^-3
Disilane at 100 ms, integrated: 1.785e+12 cm^-3
D*/A: 0.168 percent
Plateau ratio, half/full hydrogen: 1.987
Silylene diffusion constant, rough: 100 cm^2/s
Silylene diffusion length: 0.395 mm
Gas layer height: 10 mm
Mean silylene lost to wafer: 3.95 percent
Disilane diffusion constant, rough: 60 cm^2/s
Disilane diffusion length: 5.49 mm
Extra disilane loss, rough: 100 s^-1
Plateau factor with extra loss: 0.666
Trisilane share of silylene loss: 0.056 percent
k1 and kH times 1.3: R times 1.084
Activation energy of k1, rough: 2.3 eV
k1 factor for +10 K: 1.385
all good
```
